# Fast methyl exchange in the trimethylaluminium dimer: line position and width

To turn the width of the proton line of trimethylaluminium into a rate, one must decide which rate belongs in the formula. It could be the rate at which a bridging methyl becomes terminal, the reverse rate, their sum, or the rate at which dimers dissociate. The first three differ by factors of up to three, and the inferred rate constant inherits the factor. The dissociation rate is tied to them only if exchange proceeds by dissociation. The theorem below settles the choice: the sum of the two site rates enters, and its relation to a chemical event depends on the mechanism.

## Setting and assumptions

The dimer $\mathrm{Al_2(CH_3)_6}$ has two methyl groups bridging the aluminium atoms and four terminal ones. Every methyl carries three protons, so the proton populations are

$$p_b=\tfrac26=\tfrac13,\qquad p_t=\tfrac46=\tfrac23 .$$

A bridging proton precesses at angular frequency $\omega_b$ and a terminal one at $\omega_t$. Put $\Delta=\omega_b-\omega_t\neq0$, in rad/s. A methyl hops from bridge to terminal at rate $k_{bt}$ and back at rate $k_{tb}$. The exchange rate is defined as

$$k=k_{\rm ex}=k_{bt}+k_{tb},\qquad \varepsilon=\Delta/k .$$

The assumptions are these.

1. The sample is at chemical equilibrium, and monomer holds a negligible share of the methyls.
2. Hops are instantaneous, leave the spin's phase unchanged, and have rates independent of the methyl's history.
3. No spin–spin coupling affects the line.
4. Intrinsic transverse relaxation has the same rate $R_2$ at both sites. It multiplies the signal by $e^{-R_2t}$, so it adds to the exchange contribution and can be left out until the end.

Transverse magnetization at frequency $\omega$ evolves as $e^{+i\omega t}$.

## Theorem

Under these assumptions, for $|\varepsilon|\ll1$, the spectrum is one narrow line, apart from a broad component whose relative area is of order $\varepsilon^2$. Its position $\omega_0$ and exchange relaxation rate $R_{\rm ex}$ are

$$\omega_0=\frac{\omega_b+2\omega_t}{3}-\frac{2\Delta^3}{27k^2}+O(k\varepsilon^5),$$

$$R_{\rm ex}=\frac{2\Delta^2}{9k}\left[1+\frac{\varepsilon^2}{9}+O(\varepsilon^4)\right].$$

To leading order the line therefore lies at the 1:2 weighted mean, and its full width at half height from exchange is $R_{\rm ex}/\pi$ in Hz.

## Lemma 1: the two hop rates

*The hop rates are $k_{bt}=2k/3$ and $k_{tb}=k/3$.*

**Proof.** At equilibrium equal numbers of methyls hop each way, so $p_bk_{bt}=p_tk_{tb}$. With $p_t=2p_b$ this gives $k_{bt}=2k_{tb}$. The sum $k=3k_{tb}$ then fixes both rates. ∎

A bridging methyl leaves twice as readily as a terminal one because there are half as many of them to carry the same flow.

## Lemma 2: the equation of motion

*Let $M_b$ and $M_t$ be the magnetizations of the two sites in a frame rotating at $\bar\omega=(\omega_b+2\omega_t)/3$. Then*

$$\frac{d}{dt}\begin{pmatrix}M_b\\M_t\end{pmatrix}=
\begin{pmatrix}\frac{2i\Delta}{3}-\frac{2k}{3}&\frac k3\\[2pt]\frac{2k}{3}&-\frac{i\Delta}{3}-\frac k3\end{pmatrix}
\begin{pmatrix}M_b\\M_t\end{pmatrix},$$

*with $M_b(0)=1/3$ and $M_t(0)=2/3$.*

**Proof.** Each spin accumulates a phase $\phi(t)$ along its own hopping history. Define $M_b(t)$ as the average of $e^{i\phi(t)}$ over all histories, counting those that are at a bridge at time $t$ and entering zero for the others. Define $M_t$ likewise.

The frequencies seen in the rotating frame are

$$\omega_b-\bar\omega=\frac{3\omega_b-\omega_b-2\omega_t}{3}=\frac{2\Delta}{3},\qquad
\omega_t-\bar\omega=\frac{3\omega_t-\omega_b-2\omega_t}{3}=-\frac{\Delta}{3}.$$

During $dt$ a spin at a bridge gains the factor $1+\tfrac{2i\Delta}{3}dt$. It leaves with probability $k_{bt}\,dt$, while terminal spins arrive with probability $k_{tb}\,dt$ each, bringing their phases with them. To first order in $dt$,

$$M_b(t+dt)=M_b+\left(\tfrac{2i\Delta}{3}-k_{bt}\right)M_b\,dt+k_{tb}M_t\,dt .$$

The terminal equation follows in the same way, and Lemma 1 supplies the rates. At $t=0$ all phases are zero, so the magnetizations equal the populations. ∎

## Lemma 3: the decay constants

*The solutions are combinations of $e^{\lambda t}$, where*

$$\lambda^2+\left(k-\frac{i\Delta}{3}\right)\lambda+\frac{2\Delta^2}{9}=0 .$$

**Proof.** A $2\times2$ matrix has the characteristic equation $\lambda^2-(\text{trace})\lambda+\text{determinant}=0$. The trace is $i\Delta/3-k$. The diagonal entries are $\tfrac23(i\Delta-k)$ and $-\tfrac13(i\Delta+k)$, so the determinant is

$$-\tfrac29(i\Delta-k)(i\Delta+k)-\tfrac{2k^2}{9}
=-\tfrac29(-\Delta^2-k^2)-\tfrac{2k^2}{9}=\tfrac{2\Delta^2}{9}.$$

The terms in $k^2$ cancel. This leaves one root that vanishes with $\Delta$, because exchange alone conserves the total magnetization. ∎

## Proof of the theorem

**Position and rate.** Set $\lambda=k\mu$ and divide the characteristic equation by $k^2$:

$$\mu^2+\left(1-\frac{i\varepsilon}{3}\right)\mu+\frac{2\varepsilon^2}{9}=0 .$$

At $\varepsilon=0$ the roots are $0$ and $-1$. They are distinct, so each has a power series in $\varepsilon$. For the root starting at zero the term linear in $\varepsilon$ vanishes, since nothing else in the equation is of that order. Insert $\mu=a\varepsilon^2+b\varepsilon^3+c\varepsilon^4+\dots$ and collect powers:

$$\begin{aligned}
\varepsilon^2:&\quad a+\tfrac29=0 &&\Rightarrow\ a=-\tfrac29,\\
\varepsilon^3:&\quad b-\tfrac{i}{3}a=0 &&\Rightarrow\ b=-\tfrac{2i}{27},\\
\varepsilon^4:&\quad a^2+c-\tfrac i3b=0 &&\Rightarrow\ c=\tfrac{2}{81}-\tfrac{4}{81}=-\tfrac{2}{81}.
\end{aligned}$$

Changing the sign of $\varepsilon$ turns the equation into its complex conjugate. Even coefficients are therefore real and odd ones imaginary. The slow root $\lambda_1=k\mu$ is

$$\lambda_1=-\frac{2\Delta^2}{9k}\left(1+\frac{\varepsilon^2}{9}\right)-\frac{2i\Delta^3}{27k^2}+\dots$$

Minus its real part is $R_{\rm ex}$. Its imaginary part is the displacement from $\bar\omega$.

**One line.** Let $S=M_b+M_t$ be the detected signal. Then $S(0)=1$. In $\dot S$ the exchange terms cancel, because each column of rates sums to zero, so

$$\dot S(0)=\frac{2i\Delta}{3}\cdot\frac13-\frac{i\Delta}{3}\cdot\frac23=0 .$$

Write $S=A_1e^{\lambda_1t}+A_2e^{\lambda_2t}$. The two conditions are $A_1+A_2=1$ and $A_1\lambda_1+A_2\lambda_2=0$, with solution

$$A_1=\frac{1}{1-\lambda_1/\lambda_2}=1+\frac{2\varepsilon^2}{9}+O(\varepsilon^3),\qquad A_2=1-A_1 ,$$

because $\lambda_1/\lambda_2\simeq(-2\varepsilon^2/9)/(-1)$. The second component has a small negative amplitude and decays at about $k$, so it is broad as well as weak.

**Width.** The real part of the Fourier integral of $e^{-R_{\rm ex}t}$ is $R_{\rm ex}/(R_{\rm ex}^2+y^2)$, where $y$ is the distance from the line centre. It falls to half its maximum at $y=\pm R_{\rm ex}$. The full width is $2R_{\rm ex}$ in rad/s, or $R_{\rm ex}/\pi$ in Hz. ∎

## Remark: why faster hopping narrows the line

The same leading rate follows from the fluctuations of the frequency. The variance about the mean is

$$\frac13\left(\frac{2\Delta}{3}\right)^2+\frac23\left(\frac{\Delta}{3}\right)^2=\frac{4\Delta^2+2\Delta^2}{27}=\frac{2\Delta^2}{9}.$$

Let $P$ be the probability that a given methyl is at a bridge. Then $\dot P=-k_{bt}P+k_{tb}(1-P)=-k(P-\tfrac13)$, so memory of the starting site decays as $e^{-kt}$. The frequency correlation function is therefore $G(t)=\tfrac29\Delta^2e^{-kt}$.

For $t\gg1/k$ the mean square phase is

$$\langle\phi^2\rangle=2\int_0^t(t-s)G(s)\,ds\simeq2t\int_0^\infty G(s)\,ds=\frac{4\Delta^2t}{9k}.$$

To second order in the fluctuations the signal is $e^{-\langle\phi^2\rangle/2}$, which decays at $2\Delta^2/(9k)$. The phase performs a random walk, and faster hopping makes its steps shorter. The sum $k_{bt}+k_{tb}$ appears because it is the rate at which the memory is lost. In terms of single hop rates the same result reads $4\Delta^2/(27k_{bt})$ or $2\Delta^2/(27k_{tb})$.

## Proposition: the full shape and the slow limit

*With $x$ the angular frequency measured from $\bar\omega$, the spectrum at any $k>0$ is*

$$I(x)=\frac{\tfrac29k\Delta^2}{(x-\frac{2\Delta}{3})^2(x+\frac{\Delta}{3})^2+k^2x^2}.$$

**Proof.** By Lemma 3 the signal obeys $\ddot S+(k-\tfrac{i\Delta}{3})\dot S+\tfrac{2\Delta^2}{9}S=0$. Multiply by $e^{-ixt}$ and integrate from zero, using $S(0)=1$ and $\dot S(0)=0$:

$$\int_0^\infty Se^{-ixt}dt=\frac{k+i(x-\Delta/3)}{A+ikx},\qquad A=-\left(x-\tfrac{2\Delta}{3}\right)\left(x+\tfrac{\Delta}{3}\right).$$

The real part has numerator $kA+kx(x-\Delta/3)$ over $A^2+k^2x^2$. Since $A=-x^2+x\Delta/3+2\Delta^2/9$, the numerator reduces to $2k\Delta^2/9$. ∎

The maxima of $I$ are the minima of its denominator. With $u=x/\Delta$ and $\kappa=k/|\Delta|$, half the derivative of the denominator, in units of $\Delta^3$, vanishes when

$$2u^3-u^2+\left(\kappa^2-\tfrac13\right)u+\tfrac{2}{27}=0 .$$

Two maxima require three real roots. The bridge maximum disappears by meeting the minimum between the two, which happens where the discriminant of this cubic vanishes. With $c=\kappa^2-\tfrac13$ that condition is

$$8c^3-c^2+\tfrac83c+\tfrac{8}{27}=0 .$$

The left side increases with $c$, since its derivative $24c^2-2c+\tfrac83$ has no real zero. There is thus one real root, found numerically, and it gives $\kappa=0.479$. At that point $|\varepsilon|=1/\kappa\approx2.1$. The expansion in $\varepsilon$ converges only for $|\varepsilon|<1$, because the two roots of the quadratic meet at complex values of $\varepsilon$ with modulus 1. It therefore cannot be used here, and the slow root of the quadratic decays at only about a third of the rate $2\Delta^2/(9k)$. Seeing a single maximum does not by itself justify the fast-exchange formula.

For $k\ll|\Delta|$ the off-diagonal elements in Lemma 2 change the roots by amounts of order $k^2/|\Delta|$. The diagonal elements then give two lines, near $\omega_b$ and $\omega_t$, with relaxation rates $k_{bt}=2k/3$ and $k_{tb}=k/3$. The bridge line broadens twice as much as the terminal line. Here width grows with $k$, whereas in fast exchange it falls as $1/k$.

## Proposition: from exchange rate to chemical event

*(a) Suppose one bridge bond of a dimer opens at total rate $k_o$, and the bridge is closed with equal probability by any of the three eligible methyls. Then $k=k_o/2$. (b) Suppose dimers dissociate at rate $k_d$ into short-lived monomers that recombine with no memory of the former bridges. Then $k=k_d$.*

**Proof of (a).** An opening releases one of the two bridging methyls from one of its aluminium atoms. It stays on the other atom, which also holds two terminal methyls; these three are eligible to close the bridge. A given bridging methyl is released at rate $k_o/2$ and fails to return to the bridge with probability $2/3$, so $k_{bt}=k_o/3$. A given terminal methyl is on the retaining atom with probability $1/2$ and is chosen with probability $1/3$, so $k_{tb}=k_o/6$. The sum is $k_o/2$.

**Proof of (b).** Every methyl loses its site when the dimer dissociates. On recombination each monomer places one of its three methyls in a bridge. A methyl thus becomes bridging with probability $1/3$ and terminal with probability $2/3$. Hence $k_{bt}=2k_d/3$, $k_{tb}=k_d/3$, and the sum is $k_d$. ∎

In fast exchange a measured width gives $k$ only if $\Delta$ and the intrinsic width are known separately, for instance $\Delta$ from a cold spectrum with two resolved lines. Even then it does not distinguish the two mechanisms. The event rate deduced from it is $k_o=2k$ in one case and $k_d=k$ in the other.

## A worked example

Take round model parameters: a proton frequency of 400 MHz, a bridge shift of $+0.5$ ppm, a terminal shift of $-0.7$ ppm, and $k=10^5\ \mathrm{s^{-1}}$ at 270 K. The line lies at

$$\frac{0.5+2(-0.7)}{3}=-0.30\ \text{ppm}.$$

The splitting without exchange is $1.2\times400=480$ Hz, so $\Delta=2\pi\times480=3016$ rad/s and $\varepsilon=0.030$. A methyl stays $1/k_{bt}=15$ µs in a bridge and $1/k_{tb}=30$ µs in a terminal place. Exchange contributes

$$R_{\rm ex}=\frac{2\times(3016)^2}{9\times10^5}=20.2\ \mathrm{s^{-1}},\qquad \frac{R_{\rm ex}}{\pi}=6.43\ \text{Hz}.$$

Two lines 480 Hz apart have become one line about 6 Hz wide. It is displaced from the weighted mean by $-0.03$ Hz, towards the more populated terminal site.

The root of the quadratic shows how the approximation ages as exchange slows at fixed splitting. At $k=10^5\ \mathrm{s^{-1}}$ it exceeds the leading formula by one part in $10^4$, which is $\varepsilon^2/9$. At $10^4\ \mathrm{s^{-1}}$ the formula gives 202.1 and the root 204.1 $\mathrm{s^{-1}}$, a difference of 1 percent. The second maximum would appear below $0.479\times3016\approx1.4\times10^3\ \mathrm{s^{-1}}$.

Doubling the field at fixed $k$ and fixed shifts in ppm doubles $\Delta$ and raises $R_{\rm ex}$ to 80.9 $\mathrm{s^{-1}}$. This fourfold rise helps to separate exchange from contributions that do not depend on field.

## What the model leaves out

The following estimates use rough assumed inputs.

**Temperature.** For an Arrhenius rate with a barrier of 80 kJ/mol, warming from 270 to 271 K raises $k$ by 14 percent. Since $R_{\rm ex}\propto1/k$, it falls by about 12 percent. Among the effects sized here this changes $R_{\rm ex}$ most.

**Intrinsic relaxation.** Let the bridge and terminal rates be 2 and 1 $\mathrm{s^{-1}}$. In fast exchange their weighted mean, $(2+2\times1)/3=1.33\ \mathrm{s^{-1}}$, adds to $R_{\rm ex}$. The root of the matrix with these rates included departs from that sum by only $2\times10^{-4}\ \mathrm{s^{-1}}$. If the 1.33 $\mathrm{s^{-1}}$ is not subtracted, the inferred $k$ is $9.4\times10^4\ \mathrm{s^{-1}}$, 6 percent too low.

**Coupling to aluminium.** The nucleus $^{27}$Al has spin $5/2$, so its projection has variance $35/12$. For a coupling $J=5$ Hz and an aluminium relaxation time $T_1=100$ µs, variance times correlation time gives, for a proton coupled to two aluminium nuclei,

$$2(2\pi J)^2\,\tfrac{35}{12}\,T_1=0.58\ \mathrm{s^{-1}},$$

or 3 percent of $R_{\rm ex}$. This is an upper estimate, for a proton that keeps the same two aluminium neighbours. A terminal proton is coupled to only one, and dissociation separates a bridging proton from one of its two neighbours, which shortens the correlation time. With $k_d=10^5\ \mathrm{s^{-1}}$ and the same $J$ and $T_1$, the average over both sites is about 0.13 $\mathrm{s^{-1}}$ if each monomer recombines with a new partner, and about 0.28 $\mathrm{s^{-1}}$ if the same two monomers recombine in a solvent cage.

**Monomer.** Let exchange proceed by dissociation, with a fraction $f=10^{-3}$ of the methyls in monomer, 1 ppm from the dimer mean. A three-site matrix then moves the line by 0.40 Hz, which is $f$ times 400 Hz. It lowers $R_{\rm ex}$ by 0.1 percent, the loss expected from the dimer's reduced weight $1-f$. Here the position is more sensitive than the width, which changes by only 0.1 percent of 6.43 Hz, or about 0.006 Hz. The shift of 0.40 Hz is also over ten times the 0.03 Hz displacement found above. The inputs $f$ and $k_d$ are not independent: together they fix a monomer lifetime of about $f/k_d=10$ ns. For free monomers $k_d[\text{dimer}]=k_r[\text{monomer}]^2$, and a diffusion-limited $k_r$ of about $5\times10^9\ \mathrm{M^{-1}s^{-1}}$ requires $f$ of at least about $7\times10^{-3}$ at 0.1 M dimer, which is a shift near 3 Hz. With $k_d=10^5\ \mathrm{s^{-1}}$, the value $f=10^{-3}$ therefore suits caged monomers or a nearly neat liquid, not free monomers in dilute solution.

## The real precursor

In cold hydrocarbon solution trimethylaluminium is mainly dimeric, with a bridge–terminal splitting that depends on the solvent: roughly 1 ppm in alkanes and smaller in aromatic solvents such as toluene. Since $R_{\rm ex}\propto\Delta^2$, $\Delta$ must be measured in the solvent used. The example lies in the alkane regime, but its rate is a chosen value. A donor solvent such as an ether breaks the dimer by forming an adduct, and the theorem then has no two-site dimer to describe. In a growth reactor the hot, dilute vapour can be largely monomeric, which violates the first assumption. Even $f=0.1$, with the same assumed 1 ppm offset and fast exchange, would move the mean line by 40 Hz, several times its width in the example. A rate found in cold solution should not be carried over unchanged to the reactor, where the temperature, the medium and the degree of dissociation all differ.

Numerical values quoted here were computed with a short program.
